**Explicit Cahn–Hilliard timestep limit at zero bulk curvature**

For forward Euler stepping with the central Laplacian applied twice, the stability limit is Δt ≤ h⁴/(8d²Mκ) on a periodic grid with an even number of points per side. Here h is the grid spacing, d the number of dimensions, M the constant mobility and κ the coefficient in the gradient energy (κ/2)|∇c|². The program asserts that the chemical potential agrees with numerical derivatives of a discrete energy, and that the Fourier symbol agrees with the stencil on every mode of small grids. It compares the limits with eigenvalues of the assembled operator, including odd grids and positive bulk curvature, and compares the Jacobian of a nonlinear double-well update at its spinodal with the linear scheme. For the model parameters used, the output gives limits of 25, 6.25 and 2.78 ms in one, two and three dimensions. In direct time stepping, a short-wave seed decays at 0.9 of the limit, persists at the limit and grows about 9100-fold in 50 steps at 1.1 times the limit. A 32 nm wave needs 6019 steps at 0.9 of the limit to fall by a factor e.

## Check in Python

```python
# Result under test: forward Euler for the Cahn-Hilliard equation with f'' = 0,
#   du/dt = -M*kappa*Laplacian(Laplacian(u)),
# on a periodic grid with an even number of points per side is stable
# if and only if dt <= h^4 / (8 d^2 M kappa).
# M: mobility, kappa: gradient coefficient in (kappa/2)|grad c|^2,
# h: grid spacing, d: number of dimensions, f: bulk free energy density.
import itertools
import math
import numpy as np


def laplacian(u, h):
    """Second-order central Laplacian on a periodic grid."""
    total = -2.0 * u.ndim * u
    for axis in range(u.ndim):
        total = total + np.roll(u, 1, axis) + np.roll(u, -1, axis)
    return total / h**2


def laplacian_matrix(n, d, h):
    """Dense matrix assembled by applying the stencil to unit vectors."""
    size = n**d
    columns = []
    for j in range(size):
        unit = np.zeros(size)
        unit[j] = 1.0
        columns.append(laplacian(unit.reshape((n,) * d), h).ravel())
    return np.array(columns).T


def limit_formula(d, h, M, kappa):
    return h**4 / (8 * d**2 * M * kappa)


def limit_from_matrix(n, d, h, M, kappa, curvature=0.0):
    """Largest stable step from the eigenvalues of the full operator."""
    L = laplacian_matrix(n, d, 1.0)  # spacing restored below
    rate = M * (-curvature * L / h**2 + kappa * (L @ L) / h**4)
    return 2.0 / np.linalg.eigvalsh(rate).max()


rng = np.random.default_rng(3)

# Chemical potential against numerical derivatives of the discrete energy
def well(c):
    return c**2 * (1 - c)**2


def well_slope(c):
    return 2 * c * (1 - c) * (1 - 2 * c)


def energy(c, h, kappa):
    slope = (np.roll(c, -1) - c) / h
    return h * np.sum(well(c) + 0.5 * kappa * slope**2)


c_test = rng.uniform(0.1, 0.9, 10)
h_test, kappa_test, eps = 0.7, 1.3, 1e-4
mu_numeric = np.zeros(10)
for i in range(10):
    shift = np.zeros(10)
    shift[i] = eps
    mu_numeric[i] = (energy(c_test + shift, h_test, kappa_test)
                     - energy(c_test - shift, h_test, kappa_test)) / (2 * eps * h_test)
mu_formula = well_slope(c_test) - kappa_test * laplacian(c_test, h_test)
assert np.allclose(mu_numeric, mu_formula, atol=1e-6)

# Fourier symbol of the doubled stencil on every mode of small grids
for d in (1, 2, 3):
    n = 6
    grid = np.indices((n,) * d)
    for m in itertools.product(range(n), repeat=d):
        phase = sum(2 * np.pi * m[a] * grid[a] / n for a in range(d))
        wave = np.exp(1j * phase)
        symbol = 4 / h_test**2 * sum(math.sin(math.pi * q / n)**2 for q in m)
        twice = laplacian(laplacian(wave, h_test), h_test)
        assert np.allclose(twice, symbol**2 * wave, atol=1e-9)

# Nonlinear update at the spinodal of the double well: Jacobian is the linear scheme
c_spinodal = (3 - math.sqrt(3)) / 6
n, dt_test = 8, 0.02


def nonlinear_step(c):
    mu = well_slope(c) - kappa_test * laplacian(c, h_test)
    return c + dt_test * laplacian(mu, h_test)


jacobian = np.zeros((n, n))
for j in range(n):
    shift = np.zeros(n)
    shift[j] = eps
    jacobian[:, j] = (nonlinear_step(c_spinodal + shift)
                      - nonlinear_step(c_spinodal - shift)) / (2 * eps)
L8 = laplacian_matrix(n, 1, h_test)
assert np.allclose(jacobian, np.eye(n) - dt_test * kappa_test * L8 @ L8, atol=1e-6)

# Worked example, SI units
M = 1e-26       # m^5/(J s)
kappa = 5e-10   # J/m
h = 1e-9        # m
print(f"mobility M = {M:.1e} m^5/(J s)")
print(f"gradient coefficient kappa = {kappa:.1e} J/m")
print(f"grid spacing h = {h * 1e9:.1f} nm")
print(f"product M*kappa = {M * kappa:.2e} m^4/s")

for d in (1, 2, 3):
    predicted = limit_formula(d, h, M, kappa)
    computed = limit_from_matrix(6, d, h, M, kappa)
    assert math.isclose(predicted, computed, rel_tol=1e-9)
    print(f"{d}D step limit: formula {predicted * 1e3:.4f} ms, "
          f"eigenvalues {computed * 1e3:.4f} ms")
    # At half the limit no amplification factor is negative
    L = laplacian_matrix(6, d, 1.0)
    factors = np.linalg.eigvalsh(
        np.eye(6**d) - 0.5 * predicted * M * kappa / h**4 * (L @ L))
    assert factors.min() > -1e-10
    # Odd grids miss the shortest wave and allow a slightly larger step
    odd = limit_from_matrix(5, d, h, M, kappa)
    assert math.isclose(odd, predicted / math.cos(math.pi / 10)**4, rel_tol=1e-9)
    # Positive bulk curvature lowers the limit
    for curvature in (1e8, 2e9, 1e10):
        with_bulk = limit_from_matrix(6, d, h, M, kappa, curvature)
        reduced = predicted / (1 + curvature * h**2 / (4 * d * kappa))
        assert math.isclose(with_bulk, reduced, rel_tol=1e-9)

odd_ratio = limit_from_matrix(5, 1, h, M, kappa) / limit_formula(1, h, M, kappa)
print(f"1D limit on 5 points / limit on even grid = {odd_ratio:.4f}")

limit = limit_formula(1, h, M, kappa)
fine_limit = limit_from_matrix(6, 1, h / 2, M, kappa)
assert math.isclose(limit / fine_limit, 16, rel_tol=1e-9)
print(f"1D step limit at h = {h / 2 * 1e9:.1f} nm: {fine_limit * 1e3:.4f} ms")

half_curvature = 4 * kappa / h**2
halved = limit_from_matrix(6, 1, h, M, kappa, half_curvature)
assert math.isclose(halved, limit / 2, rel_tol=1e-9)
print(f"bulk curvature that halves the 1D limit = {half_curvature:.2e} J/m^3")

# Direct time stepping with a small seed of the shortest wave
points, steps, seed, wave_amplitude, mean = 32, 50, 1e-6, 0.01, 0.5
index = np.arange(points)
short_wave = (-1.0)**index
long_wave = np.cos(2 * np.pi * index / points)
print(f"run: {points} points, {steps} steps, mean composition {mean}")
print(f"long-wave amplitude {wave_amplitude}, short-wave seed {seed:.1e}")
for fraction in (0.9, 1.0, 1.1):
    dt = fraction * limit
    c = mean + wave_amplitude * long_wave + seed * short_wave
    for _ in range(steps):
        c = c - dt * M * kappa * laplacian(laplacian(c, h), h)
    measured = np.mean(c * short_wave)
    G_short = 1 - dt * M * kappa * (4 / h**2)**2
    assert math.isclose(measured, seed * G_short**steps, rel_tol=1e-3)
    print(f"dt/limit = {fraction:.1f}: G(short wave) = {G_short:.3f}, "
          f"final short-wave amplitude = {measured:.3e}")

# Cost of following the long wave
wavelength = points * h
tau = 1 / (M * kappa * (2 * math.pi / wavelength)**4)
dt = 0.9 * limit
symbol_long = 4 / h**2 * math.sin(math.pi / points)**2
G_long = 1 - dt * M * kappa * symbol_long**2
predicted_steps = -1 / math.log(G_long)
c = mean + wave_amplitude * long_wave
count = 0
while 2 * np.mean(c * long_wave) > wave_amplitude / math.e:
    c = c - dt * M * kappa * laplacian(laplacian(c, h), h)
    count += 1
    assert count < 20000
assert abs(count - predicted_steps) <= 1.01
assert abs(count * dt / tau - 1) < 0.01
print(f"long wavelength = {wavelength * 1e9:.1f} nm")
print(f"continuum relaxation time of long wave = {tau:.2f} s")
print(f"step used for long wave (0.9 of limit) = {dt * 1e3:.3f} ms")
print(f"G(long wave) at this step = {G_long:.8f}")
print(f"steps to fall by factor e: predicted {predicted_steps:.1f}, counted {count}")
print(f"simulated relaxation time = {count * dt:.2f} s")

print("all assertions hold")
```

Running it gives:

```
mobility M = 1.0e-26 m^5/(J s)
gradient coefficient kappa = 5.0e-10 J/m
grid spacing h = 1.0 nm
product M*kappa = 5.00e-36 m^4/s
1D step limit: formula 25.0000 ms, eigenvalues 25.0000 ms
2D step limit: formula 6.2500 ms, eigenvalues 6.2500 ms
3D step limit: formula 2.7778 ms, eigenvalues 2.7778 ms
1D limit on 5 points / limit on even grid = 1.2223
1D step limit at h = 0.5 nm: 1.5625 ms
bulk curvature that halves the 1D limit = 2.00e+09 J/m^3
run: 32 points, 50 steps, mean composition 0.5
long-wave amplitude 0.01, short-wave seed 1.0e-06
dt/limit = 0.9: G(short wave) = -0.800, final short-wave amplitude = 1.427e-11
dt/limit = 1.0: G(short wave) = -1.000, final short-wave amplitude = 1.000e-06
dt/limit = 1.1: G(short wave) = -1.200, final short-wave amplitude = 9.100e-03
long wavelength = 32.0 nm
continuum relaxation time of long wave = 134.56 s
step used for long wave (0.9 of limit) = 22.500 ms
G(long wave) at this step = 0.99983386
steps to fall by factor e: predicted 6018.4, counted 6019
simulated relaxation time = 135.43 s
all assertions hold
```
